Wall collisions needed to reach a given depth in a diffuse tube

**Question.** A molecule enters a long, narrow tube and bounces from wall to wall, forgetting its direction at each collision. A random-walk estimate says that it needs about 1.5a² collisions to reach a depth of a diameters. Is this still the right number if trajectories that return to the mouth are excluded, and how does the answer scale?

**Answer.** The quadratic scaling survives, but the coefficient does not. To see why, one needs the statistics of one flight and then a careful account of which collisions are counted.

**The model and one flight**

The tube is a straight circular cylinder, and lengths are measured in its diameter. Molecules do not meet each other, and none is lost at the wall. They enter uniformly over the area of the mouth with a cosine distribution of directions, and each wall collision re-emits them by the cosine law. The count N stops when the molecule first crosses depth a, so whatever lies deeper is irrelevant.

Let α be the angle between the flight and the tube axis, and φ the angle between its transverse projection and the inward normal. The cosine to the normal is sinα cosφ, and the solid angle is sinα dα dφ. The emission probability is therefore

p dα dφ = (1/π) sin²α cosφ dα dφ, 0 < α < π, −π/2 < φ < π/2.

The transverse chord is cosφ. The flight length is s = cosφ/sinα, and the axial step is z = cosφ cotα. By symmetry ⟨z⟩ = 0, while

⟨z²⟩ = (1/π) ∫cos³φ dφ ∫cos²α dα = (1/π)(4/3)(π/2) = 2/3,

⟨s⟩ = (1/π) ∫cos²φ dφ ∫sinα dα = (1/π)(π/2)(2) = 1.

In an unbounded tube, independent steps add their variances. Setting the root-mean-square displacement equal to a gives

(2/3)N = a², so N = 1.5a².

This estimate contains no mouth through which a molecule can leave. Excluding returns changes the set of trajectories being averaged.

**Where the collisions occur**

Let h(x) be the probability that a molecule leaving the wall at depth x crosses depth a before it leaves through the mouth. The probability of leaving through the mouth first is g(x) = 1 − h(x). Let n(x)dx be the mean number of collisions between x and x + dx per entering molecule.

These quantities are linked by reciprocity. For two surface elements that emit by the cosine law, area times the probability of a direct flight to the other element is the same in both directions. The mouth has area π/4, and a wall ring has area π dx. If E(x) is the probability of a direct flight from the wall at x out through the mouth, the density s₁(x) of first collisions obeys

(π/4) s₁(x) dx = π dx E(x), so s₁(x) = 4E(x).

With K(z) the symmetric probability density of an axial step, the two balances are

n(x) = 4E(x) + ∫₀ᵃ K(x−y) n(y) dy,

g(x) = E(x) + ∫₀ᵃ K(x−y) g(y) dy.

Multiplying the second by 4 gives the first. Since every wall point offers a chance of leaving, the solution is unique, and

n(x) = 4g(x) = 4[1 − h(x)].

Exchanging the two ends gives h(x) + h(a−x) = 1, so the integral of h over the tube section is a/2. An entering molecule, successful or not, therefore makes on average

∫₀ᵃ n dx = 4(a − a/2) = 2a

collisions. Within the model this holds at any depth, not only for a long tube.

**The probability of arrival**

Far from both ends, h varies slowly over one step. Expanding h(x+z) and averaging gives

h = h + (1/2)⟨z²⟩h″, so h″ = 0.

To leading order in 1/a, h rises from 0 to 1 across the section. Thus h ≈ x/a and n ≈ 4(1 − x/a).

The arrival probability W is the net number of crossings of an interior plane per entrant. Let n₀ and n′ be the density and its slope at that plane. A step of length z > 0 crosses it rightward if it starts within z to the left, and leftward if it starts within z to the right. The corresponding numbers are n₀z − n′z²/2 and n₀z + n′z²/2. Subtracting, and averaging over steps of one sign, gives

W = −n′ ∫₀^∞ z²K(z) dz = −n′⟨z²⟩/2 = (4/a)(1/3) = 4/(3a).

Direct flights from the mouth to a plane deep in the tube are neglected here, because their probability falls as the inverse square of the depth.

**Counting successful molecules alone**

A collision at x belongs to a successful trajectory with probability h(x). The successful collisions per entrant are therefore the integral of nh. Dividing by W gives the mean per successful molecule:

N_s = (1/W) ∫₀ᵃ n h dx
≈ (3a/4) ∫₀ᵃ 4(1 − x/a)(x/a) dx
= (3a/4) · 4a(1/2 − 1/3)
= (3a/4)(2a/3)
= a²/2.

This is the long-tube answer: excluding returning trajectories leaves one third of 1.5a².

The larger number has a definite meaning as well. If the collisions of all entrants are charged to those that arrive, the cost per arrival is

2a/W ≈ 2a(3a/4) = 1.5a².

There are 1/W − 1 ≈ 3a/4 returners per arrival. Each makes on average

(2a − W N_s)/(1 − W) ≈ 2a − 2a/3 = 4a/3

collisions, so together they contribute a². The successful molecule supplies the remaining a²/2. In the long-tube limit, doubling the depth at fixed diameter quadruples both counts and halves the arrival probability.

**How long must the tube be?**

Solving the collision balance numerically, without assuming a linear h, gives N_s/(a²/2) = 1.348, 1.089, 1.027 and 1.008 at a = 10, 50, 200 and 800. The simple coefficient is thus too low by a noticeable amount in a short tube. An independent simulation of three-dimensional flights at a = 20 gives 239.7 ± 1.5 collisions (one standard error), against 238.8 from the balance and 200 from a²/2.

**A second case: a wall that consumes molecules**

Suppose that each collision removes the molecule with a small probability β. In the interior,

h = (1 − β)(h + h″/3), so h″ ≈ 3βh.

The solution that vanishes at the mouth and equals 1 at depth a is h = sinh(κx)/sinh(κa), with κ = √(3β). An entrant starts close to the mouth, where sinh(κx) ≈ κx. Dividing by the lossless value x/a gives the factor by which arrival falls:

W_β/W ≈ q/sinh q, q = a√(3β).

Loss matters once β is comparable with 1/a². At a = 800 and q = 2, the numerical ratio is 0.549 and the formula gives 0.551. The formula describes the diffusive route only. Direct flights from the mouth touch no wall and lose nothing. Their probability is the area π/4 of the far section divided by πa², or about 1/(4a²), which is a fraction 3/(16a) of W. Once q/sinh q falls toward this value, direct and few-collision paths take over and the formula underestimates arrival.

The same factor is the average of (1 − β)^N ≈ exp(−βN) over the trajectories that succeed without loss. It therefore contains their mean μ and variance V:

ln(q/sinh q) = −q²/6 + q⁴/180 − … = −βμ + β²V/2 − …

Inserting q² = 3a²β gives μ = a²/2, in agreement with the direct count, and V = a⁴/10. The relative spread in a long tube is √V/μ = √0.4 ≈ 0.63, so individual successful molecules differ widely in their counts.

**An iridium precursor in a narrow hole**

Consider Ir(acac)₃ vapour crossing an already saturated section of a hole 100 nm wide, to a depth of 5000 nm, at 550 K in 1 Torr of nitrogen. The aspect ratio is

a = 5000/100 = 50.

The long-tube estimate is 50²/2 = 1250 collisions per successful molecule. The finite-depth calculation gives about 1360. The arrival probability is 0.0253, so the count including returns is

2 × 50/0.025276 ≈ 3960 collisions per arrival.

This is made up of 38.6 returners with 67.3 collisions each, about 2595 in all, plus the 1360 of the successful molecule.

For thermal emission, the mean of 1/v in the emitted flux is 1/v̄, where v̄ = √(8kT/πm) is the mean speed in the gas. Here v̄ = 154 m/s. Since the mean flight length is one diameter, a flight takes 100 nm/(154 m/s) = 0.648 ns. The successful transit then contains about

1361.5 × 0.648 ns ≈ 0.88 μs

of flight. This product assumes that success does not much alter the mean path per collision. In the simulation at a = 20, that path was 1.006 diameters.

Flight time need not be the transit time. With a chosen adsorption energy of 0.8 eV and an attempt frequency of 10¹³ Hz, the mean stay is exp(E/kT)/ν = 2.14 μs per collision. The stays add up to 2.9 ms, over three thousand times the flight time. For this attempt frequency, a stay equals a flight at about 0.42 eV. Adsorption changes the duration but not the count, provided that the molecule does not move along the wall while it stays.

**What a real hole changes**

The temperature, pressure and hole size are rough values in the regime of iridium deposition from this precursor. The molecular sizes, surface energies and loss probabilities are chosen values, not measurements. With these values, the loss chosen for fresh wall has the largest effect among the changes considered here. A residual loss of 10⁻⁴ per collision multiplies arrival by 0.876, but a loss of 0.01, chosen to represent fresh wall, multiplies it by 0.0096. In the latter case q = 8.66 and q/sinh q is only 0.0030; direct flights, about 1.0 × 10⁻⁴ per entrant, supply roughly 40% of the remaining 0.0096 × 0.0253 ≈ 2.4 × 10⁻⁴. The count above therefore describes transport across the saturated section, not penetration of an uncoated hole.

For the chosen values, the other corrections, each taken separately with the remaining settings fixed, are much smaller than the fresh-wall effect:

- A 5 nm film on the wall narrows the bore to 90 nm and raises the count to about 1670, an increase of 23%.
- Subtracting an assumed molecular diameter of 1 nm from the bore raises it to about 1390, or 2%.
- With an assumed hopping barrier of 0.4 eV and hop length of 0.5 nm, surface diffusion adds 8.7% to the axial variance per collision. Dividing the count by 1.087, as the long-tube scaling suggests, gives an estimate of about 1250; this leaves out diffusion along the wall across the ends of the section. This correction depends exponentially on the adsorption energy and the barrier.
- The mean free path in nitrogen is about 9.0 μm, so roughly 1% of flights are interrupted. This is not itself the change in the count, which is not computed here: long flights are interrupted more often, while a collision with the much lighter nitrogen leaves the precursor much of its direction.

Partly specular reflection also lowers the count. In a cylinder a specular bounce repeats the axial step, so with specular fraction f the correlations multiply the long-run variance by

1 + 2(f + f² + …) = (1 + f)/(1 − f).

For a general variance v per step, the loss equation becomes (v/2)h″ = βh, so q² = 2a²β/v. The term −q²/6 = −βμ then gives

N_s = a²/(3v).

For f = 0.1 the long-tube count falls by the factor 0.9/1.1 = 0.818. The simulation at a = 20 gives 0.861, with a sampling error of about 0.01, a weaker reduction at that finite depth.

The a²/2 law thus requires a long, uniform tube, diffuse walls, little surface diffusion, rare gas collisions and βa² ≪ 1. The numerical output below gives the values used here.

Computed values

```
Axial variance per flight: 0.66667 diameter^2
Mean flight length: 1 diameter
a=10: N_s=67.4109, N_s/(a^2/2)=1.3482, W=0.10932
a=50: N_s=1361.52, N_s/(a^2/2)=1.0892, W=0.025276
a=200: N_s=20542.2, N_s/(a^2/2)=1.0271, W=0.0065598
a=800: N_s=322564, N_s/(a^2/2)=1.0080, W=0.0016589
Relative grid change at a=50: 3.6e-07 1
Relative grid change at a=800: 0.00043 1
Relative spread at a=800: 0.63396 1
Loss test at a=800, q=2, arrival ratio: 0.54926 1
Loss law at q=2: 0.55144 1
Monte Carlo depth: 20 diameters
Monte Carlo entrants: 200000 molecules
Monte Carlo successful count: 239.67 collisions
Monte Carlo standard error: 1.51 collisions
Collision equation at same depth: 238.78 collisions
Monte Carlo path per collision: 1.006 diameter
Hole diameter: 100 nm
Target depth: 5000 nm
Aspect ratio: 50 1
Temperature: 550 K
Nitrogen pressure: 1 Torr
Ir(acac)3 molecular mass: 489.54 u
Long-tube successful estimate: 1250 collisions
Computed successful count: 1361.5 collisions
Long-tube count with returns: 3750 collisions
Computed count with returns: 3956.3 collisions
Arrival probability: 0.025276 1
Returners per arrival: 38.563 molecules
Mean count of a returner: 67.286 collisions
Mean thermal speed: 154.23 m/s
Mean time per flight: 0.64838 ns
Successful gas flight time: 0.88278 us
Assumed Ir(acac)3, N2 diameters: 1 nm, 0.37 nm
Mean free path in nitrogen: 8989.2 nm
Diameter/mean free path: 0.011124 1
Residual loss per collision: 0.0001 1
Arrival ratio with residual loss: 0.87602 1
Long-tube residual-loss ratio: 0.88513 1
Fresh-wall loss per collision: 0.01 1
Arrival ratio on fresh wall: 0.0096421 1
Specular fraction: 0.1 1
Specular/diffuse count, simulated a=20: 0.86119 1
Specular/diffuse count, long tube: 0.81818 1
Count with finite molecular size: 1388.2 collisions
Film thickness on wall: 5 nm
Count in narrowed hole: 1669.1 collisions
Adsorption energy: 0.8 eV
Attempt frequency: 1e+13 Hz
Adsorption time per collision: 2.1409 us
Total adsorption time: 2.9148 ms
Energy where stay equals flight: 0.41599 eV
Surface hop barrier: 0.4 eV
Surface hop length: 0.5 nm
Surface diffusion coefficient: 1.3508e-06 cm2/s
Surface/flight axial variance: 0.086755 1
Count with surface diffusion: 1252.8 collisions
```
